# Where does the positron spin point in v(p,s)?

**Q:** I read $v(\mathbf p,s)$ in the same way as $u(\mathbf p,s)$. An electron with spin up has an up two-spinor inside $u$, so a positron with spin up should have an up two-spinor inside $v$. The letter $s$ is the same in both. What could be wrong with that?

**A:** The letter is a label, and a label can't settle a direction. The spin of a particle at rest is found by letting the angular momentum operator act on its state. Let us fix the field first. I use atomic units, $\hbar=m=1$, electron charge $-1$, and the Dirac representation, where $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in its off-diagonal blocks, $\beta=\mathrm{diag}(1,1,-1,-1)$ and $\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)$. Up to a common constant, the free field is

$$\psi=\sum_s\int d^3p\,\big[a_s u_s e^{i(\mathbf p\cdot\mathbf x-Et)}+b_s^\dagger v_s e^{-i(\mathbf p\cdot\mathbf x-Et)}\big].$$

Here $E=\sqrt{c^2p^2+c^4}$, and $b_s^\dagger(\mathbf p)$ creates a positron. What does the Dirac equation say about $v$?

**Q:** On the second term $i\partial_t$ gives $-E$ and $-i\nabla$ gives $-\mathbf p$, so

$$(-c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2)\,v=-E\,v.$$

If $\chi$ is the upper and $\eta$ the lower two-spinor, the upper row reads $c^2\chi-c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=-E\chi$. Therefore

$$v=N\begin{pmatrix}\dfrac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2}\,\eta\\[2mm]\eta\end{pmatrix}.$$

The lower row requires $c^2p^2/(E+c^2)+c^2=E$, which holds because $c^2p^2=(E-c^2)(E+c^2)$.

**A:** And for $\eta^\dagger\eta=1$ the norm is $v^\dagger v=N^2[1+(E-c^2)/(E+c^2)]=N^2\,2E/(E+c^2)$, so $v^\dagger v=1$ gives $N^2=(E+c^2)/(2E)$. The equation leaves $\eta$ free. By "the two-spinor inside $v$" I mean this $\eta$. I take $\eta_1,\eta_2$ orthonormal, so that the $v_s$ are orthonormal, as the canonical anticommutators require.

**Q:** Then put the positron at rest, with $v=(0;\eta)$. The matrix $\Sigma_z/2$ acting on $v$ gives $+\tfrac12$ if $\eta$ is up. Isn't that the spin?

**A:** It is a property of the wave that multiplies $b^\dagger$ in the field. The positron is the state $b^\dagger|0\rangle$, and the operator that acts on states is

$$\mathbf J=\int d^3x\,:\!\psi^\dagger\Big(\mathbf x\times(-i\nabla)+\tfrac12\boldsymbol\Sigma\Big)\psi\!:\,,\qquad \mathbf J|0\rangle=0.$$

Keep the spin term and the rest modes for the moment, normalized to $\{b_r,b_s^\dagger\}=\delta_{rs}$. The orbital term comes in below. What is the positron part?

**Q:** From $\psi^\dagger$ I take $b_r v_r^\dagger$ and from $\psi$ I take $b_s^\dagger v_s$:

$$\sum_{rs}b_r b_s^\dagger\;\eta_r^\dagger\tfrac12\boldsymbol\sigma\,\eta_s .$$

The creation operator is on the right.

**A:** Because in $\psi$ the positron appears through its creation operator. Now move it to the left: $b_rb_s^\dagger=\delta_{rs}-b_s^\dagger b_r$. The constant is $\sum_r\eta_r^\dagger\tfrac12\boldsymbol\sigma\eta_r=\tfrac12\mathrm{tr}\,\boldsymbol\sigma=0$. The mixed terms with one $a$ and one $b$ vanish at rest, since $u$ has only an upper block, $v$ only a lower one, and $\boldsymbol\Sigma$ doesn't connect them. The electron part $a^\dagger a$ gives zero on a state without electrons. So

$$\mathbf J\,b_t^\dagger|0\rangle=-\sum_{rs}b_s^\dagger b_r b_t^\dagger|0\rangle\,\eta_r^\dagger\tfrac12\boldsymbol\sigma\eta_s=-\sum_s b_s^\dagger|0\rangle\;\eta_t^\dagger\tfrac12\boldsymbol\sigma\,\eta_s .$$

**Q:** The expectation value in $b_t^\dagger|0\rangle$ is then $-\tfrac12\eta_t^\dagger\boldsymbol\sigma\eta_t$. The positron spin is opposite to $\eta$!

**A:** Yes. An up two-spinor in $v$ belongs to a positron with $J_z=-\tfrac12$. The sign is the one from anticommuting $b$ and $b^\dagger$. In the language of the filled sea, removing an electron with spin up changes the angular momentum by $-\tfrac12$.

**Q:** Then I repair my rule by exchanging the two: for positron up I write $\eta=$ down, for positron down $\eta=$ up. Is that enough?

**A:** Test it on all three components. Let $\xi_s$ be the spin state that the label $s$ is meant to denote. If the two positron states are to form an ordinary spin doublet, the matrix $\mathbf S_{st}=\langle0|b_s\mathbf J b_t^\dagger|0\rangle$ must equal $\tfrac12\xi_s^\dagger\boldsymbol\sigma\xi_t$. What we found is

$$\mathbf S_{st}=-\tfrac12\,\eta_t^\dagger\boldsymbol\sigma\eta_s=-\tfrac12\big(\eta_s^\dagger\boldsymbol\sigma\eta_t\big)^* .$$

Besides the minus sign the indices are exchanged, and for Hermitian matrices that is a complex conjugation. Your exchange is $\eta=\sigma_1\xi$ for $\xi$ up and down. Since $\sigma_1\boldsymbol\sigma\sigma_1=(\sigma_1,-\sigma_2,-\sigma_3)$, and $\sigma_2^*=-\sigma_2$ while the other two are real,

$$\mathbf S=-\tfrac12(\sigma_1,-\sigma_2,-\sigma_3)^*=\tfrac12(-\sigma_1,-\sigma_2,+\sigma_3).$$

**Q:** So $J_z$ is right, but $J_x$ and $J_y$ have the wrong sign. What does that do to a real state?

**A:** Each of the two states is a correct positron state. Their superposition is misread. You would call $(b_\uparrow^\dagger+b_\downarrow^\dagger)|0\rangle/\sqrt2$ a positron with spin along $+x$, and it has spin along $-x$. A relative sign between the two $\eta$ is missing.

**Q:** How do I find the right $\eta$ without guessing?

**A:** The conjugate in $\mathbf S_{st}$ suggests $\eta=K\xi^*$ with a unitary matrix $K$. Insert it:

$$\mathbf S_{st}=-\tfrac12\,\xi_t^{T}K^\dagger\boldsymbol\sigma K\,\xi_s^* .$$

If $K^\dagger\boldsymbol\sigma K=-\boldsymbol\sigma^*$, this becomes $\tfrac12\xi_t^T\boldsymbol\sigma^*\xi_s^*=\tfrac12(\xi_t^\dagger\boldsymbol\sigma\xi_s)^*=\tfrac12\xi_s^\dagger\boldsymbol\sigma\xi_t$, which is the doublet. Which $K$ does it?

**Q:** $\sigma_2$ anticommutes with $\sigma_1$ and $\sigma_3$, so $\sigma_2\boldsymbol\sigma\sigma_2=(-\sigma_1,\sigma_2,-\sigma_3)$. And $-\boldsymbol\sigma^*=(-\sigma_1,+\sigma_2,-\sigma_3)$ is the same. So $K=\sigma_2$, or $\sigma_2$ times a phase.

**A:** With the phase $-i$ the matrix is real, and

$$\boxed{\;\eta=-i\sigma_2\,\xi^*=\begin{pmatrix}-\xi_2^*\\ \xi_1^*\end{pmatrix},\qquad \eta^\dagger\boldsymbol\sigma\eta=-\xi^\dagger\boldsymbol\sigma\xi\;}$$

where $\xi_1,\xi_2$ here are the components of $\xi$. Positron up has $\eta=(0,1)$, positron down has $\eta=(-1,0)$. There is the relative sign.

**Q:** Could another pair $\eta_s$ do the same job?

**A:** Any other orthonormal pair is $\eta'_s=W\eta_s$ with $W$ unitary. The same $\mathbf S$ requires $W^\dagger\boldsymbol\sigma W=\boldsymbol\sigma$, so $W$ commutes with all three Pauli matrices. Commuting with $\sigma_3$ makes it diagonal, and commuting with $\sigma_1$ makes its two entries equal. What remains is one phase common to both states, and it has no effect on the spin.

**Q:** I have seen $v$ labelled by $\eta$ itself. Is that wrong?

**A:** It is an allowed labelling, but then $s$ is not the positron spin. The fault lies in using that labelling and reading $s$ as the spin.

**Q:** Show me a case in which the conjugate matters.

**A:** Take a spin axis at polar angle $60^\circ$ and azimuth $90^\circ$, so $\mathbf n=(0,\;0.8660,\;0.5000)$. Then

$$\xi=\begin{pmatrix}\cos30^\circ\\ e^{i90^\circ}\sin30^\circ\end{pmatrix}=\begin{pmatrix}0.8660\\0.5000\,i\end{pmatrix},\qquad \eta=\begin{pmatrix}-(0.5000\,i)^*\\0.8660\end{pmatrix}=\begin{pmatrix}0.5000\,i\\0.8660\end{pmatrix}.$$

The direction of $\eta$ has the components $2\,\mathrm{Re}(\eta_1^*\eta_2)=0$, $2\,\mathrm{Im}(\eta_1^*\eta_2)=-0.8660$ and $|\eta_1|^2-|\eta_2|^2=0.25-0.75=-0.5000$. That is $-\mathbf n$. The expectation value of $\mathbf J$ in the positron state is, in units of $\hbar$:

- with $\eta=-i\sigma_2\xi^*$: $(0,\;0.4330,\;0.2500)=\tfrac12\mathbf n$;
- with $\eta=\xi$: $(0,\;-0.4330,\;-0.2500)$, the reversed spin;
- with $\eta=-i\sigma_2\xi$, no conjugate: $(0,\;-0.4330,\;0.2500)$, which is neither $\tfrac12\mathbf n$ nor its reverse.

For a real $\xi$, which describes a spin in the $xz$ plane, the last choice would have passed unnoticed.

**Q:** All this was at rest. At high speed the upper block of $v$ isn't small, and it contains another two-spinor.

**A:** First we must say what the spin of a moving positron means. I define it as the spin in the rest frame reached by a boost without rotation. Boost the rest spinor along $\hat{\mathbf p}$ with rapidity $y$, where $\cosh y=E/c^2$ and $\sinh y=p/c$. Since $(\boldsymbol\alpha\cdot\hat{\mathbf p})^2=1$,

$$e^{\frac y2\boldsymbol\alpha\cdot\hat{\mathbf p}}\begin{pmatrix}0\\\eta\end{pmatrix}=\cosh\tfrac y2\begin{pmatrix}\tanh\frac y2\;\boldsymbol\sigma\cdot\hat{\mathbf p}\,\eta\\ \eta\end{pmatrix},\qquad \tanh\tfrac y2=\frac{\sinh y}{1+\cosh y}=\frac{cp}{E+c^2}.$$

Up to normalization this is $v(\mathbf p)$ with the same $\eta$. So the lower two-spinor is the flipped rest-frame spin at every momentum.

Let the positron above move along $z$ with a kinetic energy of 100000 eV, which means a wavelength of 0.0370 Å. Then $cp/(E+c^2)=0.2985$ and

$$v=(0.1430\,i,\;-0.2477,\;0.4791\,i,\;0.8298).$$

The lower pair is $\eta$ times $N$. The upper pair is proportional to $\sigma_3\eta$, which is $\eta$ turned by $180^\circ$ about $z$. It points along $(0,\;0.8660,\;-0.5000)$, and that is not the spin either.

**Q:** You still owe me the orbital term. Could it spoil the result for a moving packet?

**A:** Let $\mathbf j=\mathbf x\times(-i\nabla)+\tfrac12\boldsymbol\Sigma$. From $[AB,C]=A\{B,C\}-\{A,C\}B$ and the canonical anticommutators, $[\mathbf J,\psi]=-\mathbf j\psi$. As $\mathbf J|0\rangle=0$,

$$\mathbf J\,\psi|0\rangle=-\mathbf j\,\psi|0\rangle,\qquad \psi|0\rangle=\sum_s\int d^3p\;e^{-i\mathbf p\cdot\mathbf x}\,v_s(\mathbf p)\,b_s^\dagger(\mathbf p)|0\rangle\quad(t=0).$$

Define $\mathbf L_p=-i\,\mathbf p\times\nabla_p$. On the exponential,

$$\mathbf x\times(-i\nabla)\,e^{-i\mathbf p\cdot\mathbf x}=\mathbf p\times\mathbf x\;e^{-i\mathbf p\cdot\mathbf x}=-\mathbf L_p\,e^{-i\mathbf p\cdot\mathbf x}.$$

Integration by parts moves $\mathbf L_p$ onto $v_sb_s^\dagger$ and changes the sign once more:

$$\mathbf j\,\psi|0\rangle=\sum_s\int d^3p\;e^{-i\mathbf p\cdot\mathbf x}\Big[\big(\mathbf L_p+\tfrac12\boldsymbol\Sigma\big)v_s\;b_s^\dagger+v_s\,\mathbf L_pb_s^\dagger\Big]|0\rangle .$$

**Q:** I need $(\mathbf L_p+\tfrac12\boldsymbol\Sigma)v$. In the lower block $\mathbf L_p$ sees just a function of $|\mathbf p|$, which it annihilates, so $\tfrac12\boldsymbol\sigma\eta$ is left. In the upper block there is $\boldsymbol\sigma\cdot\mathbf p$.

**A:** There, component $k$ gives

$$L_{p,k}\,(\boldsymbol\sigma\cdot\mathbf p)=-i\epsilon_{kmn}p_m\sigma_n=[\boldsymbol\sigma\cdot\mathbf p,\tfrac12\sigma_k],$$

the last step by $[\sigma_m,\sigma_k]=2i\epsilon_{mkn}\sigma_n$. Adding $\tfrac12\sigma_k\,\boldsymbol\sigma\cdot\mathbf p$ leaves $\boldsymbol\sigma\cdot\mathbf p\,\tfrac12\sigma_k$. Both blocks together say

$$\big(\mathbf L_p+\tfrac12\boldsymbol\Sigma\big)v(\mathbf p,\eta)=v(\mathbf p,\tfrac12\boldsymbol\sigma\eta).$$

Expand $\tfrac12\boldsymbol\sigma\eta_s=\sum_t\eta_t\,(\eta_t^\dagger\tfrac12\boldsymbol\sigma\eta_s)$ and compare the coefficients of $e^{-i\mathbf p\cdot\mathbf x}v_t(\mathbf p)$:

$$\mathbf J\,b_t^\dagger(\mathbf p)|0\rangle=-\mathbf L_p\,b_t^\dagger(\mathbf p)|0\rangle-\sum_s\eta_t^\dagger\tfrac12\boldsymbol\sigma\eta_s\;b_s^\dagger(\mathbf p)|0\rangle .$$

The last term is the rest-frame result again. For a packet $\sum_t\int d^3p\,f_t(\mathbf p)\,b_t^\dagger(\mathbf p)|0\rangle$, one more integration by parts turns $-\mathbf L_pb_t^\dagger$ into $+\mathbf L_pf_t$. With $\eta_s=-i\sigma_2\xi_s^*$ and $\xi_s$ up and down, $\mathbf J$ acts on the two-component amplitude $f$ as $\mathbf L_p+\tfrac12\boldsymbol\sigma$, just as for an ordinary particle of spin one half. If $f$ depends on $|\mathbf p|$ alone, the orbital part is zero, which justifies leaving it out at rest.

**Q:** So for a moving positron I could also take minus the average of $\tfrac12\boldsymbol\Sigma$ in the removed wave?

**A:** Not in general. For a definite momentum the component along $\mathbf p$ comes out right at any speed, but the transverse components are reduced by the factor $c^2/E$. For the positron above, minus the average of $\tfrac12\boldsymbol\Sigma$ in $v$ is $(0,\;0.3621,\;0.2500)$ instead of $(0,\;0.4330,\;0.2500)$. Take next a packet on the sphere of the momentum used above, with

$$f_\uparrow=1+0.5\cos\theta+0.7\sin\theta\,e^{i\varphi},\qquad f_\downarrow=0.3\,i+0.8\sin\theta\,e^{-i\varphi}.$$

Its amplitude has $L_z=-0.0519$ and $\tfrac12\sigma_z=0.2318$, sum $0.1799$. The removed negative-energy wave is $\sum_sf_s^*v_s$. Minus its averages are $-0.0281$ for $L_z$ and $0.2080$ for $\tfrac12\Sigma_z$, sum $0.1799$. The totals agree and the parts differ, because $\mathbf L_p$ also differentiates the $\boldsymbol\sigma\cdot\mathbf p$ inside $v$.

**Q:** Does any of this reach a measurable quantity? I have computed cross sections with my reading and they came out right.

**A:** If you summed over positron spins, they had to. The sum $\sum_sv_sv_s^\dagger$ contains $\eta_s$ through $\sum_s\eta_s\eta_s^\dagger=1$, which holds for any orthonormal pair. The error can show when the result depends on the positron spin, for example when a definite total spin of a pair is selected. Selecting the positron spin alone isn't always enough. If the electron spin is summed over in the annihilation below, each Cartesian component $k$ of the current has the strength $\sum_r|\eta^\dagger\sigma_k\xi_r|^2=\eta^\dagger\sigma_k^2\eta=1$ for any $\eta$. The circular components, with $(\sigma_1\pm i\sigma_2)/\sqrt2$ in place of $\sigma_k$, do depend on it: for $\eta$ up their strengths are 2 and 0. Take annihilation of a pair at rest through the current $c\,\psi^\dagger\boldsymbol\alpha\psi$:

$$\langle0|\psi^\dagger\boldsymbol\alpha\psi\,a_r^\dagger b_t^\dagger|0\rangle=v_t^\dagger\boldsymbol\alpha u_r=\eta_t^\dagger\boldsymbol\sigma\xi_r .$$

What does the singlet $(a_\uparrow^\dagger b_\downarrow^\dagger-a_\downarrow^\dagger b_\uparrow^\dagger)|0\rangle/\sqrt2$ give?

**Q:** With $\eta_\downarrow=-(1,0)$ and $\eta_\uparrow=(0,1)$ it is

$$\tfrac1{\sqrt2}\big[-(\boldsymbol\sigma)_{\uparrow\uparrow}-(\boldsymbol\sigma)_{\downarrow\downarrow}\big]=-\tfrac1{\sqrt2}\mathrm{tr}\,\boldsymbol\sigma=0 .$$

**A:** As it must be, since a state with $J=0$ can't be turned into the vacuum by a vector operator. The triplet with both spins up gives $(\boldsymbol\sigma)_{\downarrow\uparrow}=(1,i,0)$, of length $1.4142$ in units of $c$. Now use $\eta=\xi$ and keep the word "singlet" for the same combination. You get $[(\boldsymbol\sigma)_{\downarrow\uparrow}-(\boldsymbol\sigma)_{\uparrow\downarrow}]/\sqrt2=(0,\sqrt2\,i,0)$, again of length $1.4142$.

**Q:** A singlet that annihilates through one virtual photon. That would contradict the selection rule.

**A:** The state isn't a singlet. With $\eta=\xi$ the positron called down has spin up, so the combination contains both spins up and both spins down. The operator $\mathbf J^2$ gives $2.0000$ on it, in units of $\hbar^2$, which is total spin one.

**Q:** One more doubt. Everything rests on $\mathbf J$. Is there evidence that doesn't use it?

**A:** Use the energy in a uniform magnetic field $B$ along $z$, with no motion along $z$. For the electron $\boldsymbol\pi=\mathbf p+\mathbf A$, in units where the cyclotron quantum is $B$. Then $[\pi_x,\pi_y]=-iB$, and

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\sigma_z[\pi_x,\pi_y]=\pi^2+\sigma_zB,\qquad \pi^2=(2n+1)B .$$

Eliminating the upper block from the Dirac equation at energy $\varepsilon<0$ gives $(\varepsilon^2-c^4)\eta=c^2(\boldsymbol\sigma\cdot\boldsymbol\pi)^2\eta$. The positron energy is $-\varepsilon$. Take $n=0$.

**Q:** For $\eta$ down, $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=B-B=0$, so the positron has its rest energy and nothing more. For $\eta$ up it is $2B$, and $\sqrt{c^4+2c^2B}-c^2\approx B$ for $B\ll c^2$.

**A:** Now describe the positron directly, as a Dirac particle of charge $+1$ with positive energy. Then $\boldsymbol\pi'=\mathbf p-\mathbf A$, the commutator changes sign, and $(\boldsymbol\sigma\cdot\boldsymbol\pi')^2=\pi'^2-\sigma_zB$ acts on the upper two-spinor, which carries the spin. Spin up has the lower energy. For a cyclotron quantum of 0.001 eV, which corresponds to a magnetic length of 87.3 Å, the $n=0$ energies above the rest energy are:

- 0.000 eV for $\eta$ down in the removed wave, and 0.000 eV for spin up of the positive particle;
- 0.001 eV for $\eta$ up in the removed wave, and 0.001 eV for spin down of the positive particle.

The lowest level has $\eta$ down and positron spin up. It is the only level that holds a single spin state, so it is the one that fixes the identification. The level at 0.001 eV also holds $\eta$ down with $n=1$, which is spin up with $n=1$ of the positive particle. If you read $\eta$ as the spin, you would reverse the order of the two levels and give the positron a magnetic moment of the wrong sign.

**Q:** Then my comparison with $u$ failed at one definite place. In $\psi$ the spinor $u$ multiplies an operator that removes an electron, while $v$ multiplies one that adds a positron.

**A:** Yes. The coefficient of an annihilation operator transforms like the particle's own spin state. The coefficient of a creation operator transforms like the conjugate state, and $-i\sigma_2$ brings that conjugate back to the form of an ordinary two-spinor, as the lower block of $v$ requires.

## Values computed for the example and the checks

```
Positron kinetic energy [eV]: 100000
Positron total energy [eV]: 610999
Positron wavelength [angstrom]: 0.03701
Ratio c p/(E + c^2) [no unit]: 0.2985
Spin polar angle, azimuth [degree]: 60 90
Spin axis n (x y z) [no unit]: 0.0000  0.8660  0.5000
Complex numbers are printed as (real, imaginary)
xi, positron spin state: (0.8660, 0.0000)  (0.0000, 0.5000)
eta, two-spinor inside v: (0.0000, 0.5000)  (0.8660, 0.0000)
Direction of eta (x y z) [no unit]: 0.0000  -0.8660  -0.5000
v for motion along z, v^dagger v = 1: (0.0000, 0.1430)  (-0.2477, 0.0000)  (0.0000, 0.4791)  (0.8298, 0.0000)
Spin from J, eta = -i sigma2 xi* [hbar]: 0.0000  0.4330  0.2500
Spin from J, eta = xi [hbar]: 0.0000  -0.4330  -0.2500
Spin from J, eta = -i sigma2 xi, no conjugate [hbar]: 0.0000  -0.4330  0.2500
J_z of b_up^dagger|0>, eta = -i sigma2 xi* [hbar]: 0.5000
J_z of b_up^dagger|0>, eta = xi [hbar]: -0.5000
J_x element up-down, eta = -i sigma2 xi* [hbar]: 0.5000
J_x element up-down, swap without sign [hbar]: -0.5000
Packet L_z, sigma_z/2, sum from amplitude f [hbar]: -0.0519  0.2318  0.1799
Packet L_z, Sigma_z/2, sum from removed wave [hbar]: -0.0281  0.2080  0.1799
Singlet pair: J^2 [hbar^2], current size [units of c]: 0.0000 0.0000
Triplet pair up-up: J^2 [hbar^2], current size [units of c]: 2.0000 1.4142
False singlet, eta = xi: J^2 [hbar^2], current [units of c]: 2.0000 1.4142
Cyclotron quantum [eV]: 0.001000
Magnetic length [angstrom]: 87.29
Energies below: n = 0, rest energy subtracted
Sea electron removed, eta down [eV]: 0.000000
Sea electron removed, eta up [eV]: 0.001000
Charge +1 Dirac particle, spin up [eV]: 0.000000
Charge +1 Dirac particle, spin down [eV]: 0.001000
```
